# Why curved one-dimensional KPZ growth has non-Gaussian height fluctuations

**The argument under comment.** A one-dimensional front grows from a point seed by thousands of independent nucleation events. The height above the seed, the argument says, collects many small random contributions, so by the central limit theorem it is Gaussian at long times. The Kardar–Parisi–Zhang (KPZ) nonlinearity is said to alter the mean growth rate but not the shape of the distribution.

**Where the argument holds.** For the linear equation $\partial_t h=\nu\,\partial_x^2h+\eta$ with Gaussian noise $\eta$ and a flat start, $h=\int G\,\eta$ with $G$ the diffusion kernel. A linear functional of Gaussian noise is Gaussian. A term $\tfrac{\lambda}{2}(\partial_xh)^2$ destroys this superposition, so the conclusion needs a new proof. A solvable model shows that none exists.

**The model.** A ground layer occupies $|x|<vt$. Nuclei appear on the front at rate $\Gamma$ per length and time. Each adds one row, whose two end kinks run apart at speed $v$; kinks that meet annihilate. Let $h$ be the number of rows above the seed at time $T$.

**The height is a maximum, not a sum.** Call a nucleus "level $n$" if it raises the height from $n-1$ to $n$. Its row spreads at $v$ and cannot overtake the row below, which spreads equally fast. The region of height at least $n$ is therefore the union of the forward cones of the level-$n$ nuclei. Each of these lies in the forward cone of a level-$(n-1)$ nucleus, so tracing back from $(0,T)$ gives a causal chain of $h$ nuclei. Conversely, the level rises by at least one at each link of any causal chain, so no chain is longer. Thus $h$ is the length of the longest causal chain in the diamond $|x|<vt$, $|x|<v(T-t)$. The diamond has diagonals $T$ and $vT$, hence area $vT^2/2$, and the number $N$ of nuclei in it is Poisson with mean
$$q^2=\tfrac12\Gamma vT^2 .$$
The central limit theorem applies to $N$. It says nothing direct about $h$.

**From chains to tableaux.** With $a=vt+x$ and $b=vt-x$ the diamond is a square, and one nucleus can follow another in a chain if both coordinates increase. Ordered by $a$, the ranks of $b$ form a uniformly random permutation, and $h$ is its longest increasing subsequence.

Insert the numbers successively into a table. A number entering a row replaces the smallest larger entry, which moves to the next row; if there is none, it goes to the end. A displaced entry never moves to the right, because the entry below its old place was larger, so columns stay increasing. A second table records when each cell was created. The last-created cell lets the insertion be undone: its entry moves up and replaces the largest smaller entry, and so on. Permutations therefore correspond one-to-one to pairs of standard tableaux of equal shape $\lambda$ (rows $\lambda_1\ge\lambda_2\ge\dots$, $N$ cells).

A number enters column $k$ of the first row precisely when the longest increasing subsequence ending in it has length $k$. By induction, its left neighbour ends a subsequence of length $k-1$, so the length is at least $k$. Any smaller predecessor ending a subsequence of length $k'$ entered column $k'$, where entries can only decrease since, so the new number lands further right. Hence $h=\lambda_1$. If $f_\lambda$ is the number of standard tableaux,
$$P(\lambda)=e^{-q^2}\frac{q^{2N}}{N!}\,\frac{f_\lambda^2}{N!}=e^{-q^2}A_\lambda^2,\qquad A_\lambda=\frac{q^Nf_\lambda}{N!}.$$

**The amplitude is a Slater determinant.** Place $n$ particles at $x_i=\lambda_i-i$, starting from $-1,\dots,-n$. Adding a cell moves one particle up by one site, and two particles may not coincide. Removing the last cell gives $f_\lambda=\sum_i f_{\lambda-\text{cell in row }i}$, so
$$\frac{dA_\lambda}{dq}=\sum_iA_{\lambda-\text{cell in row }i}.$$
Let $\phi_j(x)=q^{x+j}/(x+j)!$, zero for $x+j<0$. Since $d\phi_j(x)/dq=\phi_j(x-1)$, differentiating $\det[\phi_j(x_i)]$ row by row gives the same equation. The determinant vanishes for coincident particles and for $x_n<-n$, and at $q=0$ it is 1 for the starting configuration and 0 otherwise. Solving successively in $N$ shows $A_\lambda=\det[\phi_j(x_i)]$.

**The exact height law.** Orthonormalize the $\phi_j$ to $\psi_j$. This multiplies the determinant by a constant, so for shapes with at most $n$ rows the conditional probability is $\det[\psi_j(x_i)]^2$. The event $h\le m$ means that no particle sits at $x\ge m$. Summing over such configurations by the Cauchy–Binet identity,
$$P_n(h\le m)=\det\Big[\delta_{jk}-\sum_{x\ge m}\psi_j(x)\psi_k(x)\Big]=\det(1-K_n)_{x,y\ge m},$$
with $K_n(x,y)=\sum_j\psi_j(x)\psi_j(y)$; the last step is $\det(1-B^TB)=\det(1-BB^T)$.

Let $S$ shift the lattice up by one. The occupied space is $e^{qS}$ applied to sites $-1,\dots,-n$. As $n\to\infty$ the projectors $K_n$ increase to that on $e^{qS}H_-$, where $H_-$ is spanned by all negative sites, and the probability of more than $n$ rows vanishes. Both $e^{\pm qS^\dagger}$ map $H_-$ into itself, so $e^{-qS^\dagger}H_-=H_-$. Because $S$ and $S^\dagger$ commute on the full lattice, the occupied space is $e^{q(S-S^\dagger)}H_-$, and this operator is unitary. From $e^{q(z-1/z)}=\sum_nJ_n(2q)z^n$ its matrix elements are Bessel functions. Therefore
$$P(h\le m)=\det(1-K)_{x,y\ge m},\qquad K(x,y)=\sum_{k\ge1}J_{x+k}(2q)J_{y+k}(2q).$$
For $m=0$ this must equal $e^{-q^2}$, the probability of an empty diamond. A second row needs at least two nuclei, which has probability of order $q^4$, so at small $q$ the height is nearly a zero-or-one variable.

In 6000 simulated histories at $q=2.530$, the kink height equalled the longest chain every time. The largest difference between the sampled and exact cumulative distributions was 0.0039.

**The long-time limit.** Put $n=2q+sq^{1/3}$ and $z=e^\zeta$, $\zeta=q^{-1/3}+i\theta$, in the coefficient formula:
$$J_n(2q)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{2q(\sinh\zeta-\zeta)-sq^{1/3}\zeta}\,d\theta .$$
With $\zeta=wq^{-1/3}$, $w=1+iu$, the exponent tends to $w^3/3-sw$, since $2q\,\zeta^3/6=w^3/3$. The real part of $2q\sinh\zeta$ is $2q\sinh(q^{-1/3})\cos\theta$. Using $1-\cos\theta\ge2\theta^2/\pi^2$, the integrand is bounded by a constant times $e^{-s-4u^2/\pi^2}$ for $q\ge1$. Dominated convergence then gives
$$q^{1/3}J_n(2q)\to\frac1{2\pi i}\int e^{w^3/3-sw}dw=\mathrm{Ai}(s),\qquad |q^{1/3}J_n(2q)|\le Ce^{-s}.$$
With $x=2q+\xi q^{1/3}$, $y=2q+\xi'q^{1/3}$ and $k=zq^{1/3}$ (now $z\ge0$ is real), the sum over $k$ becomes an integral:
$$q^{1/3}K(x,y)\to K_{\rm Ai}(\xi,\xi')=\int_0^\infty\mathrm{Ai}(\xi+z)\mathrm{Ai}(\xi'+z)\,dz .$$
The $r$-th term of the determinant's expansion is $(-1)^r/r!$ times a sum over $r\times r$ determinants of $K$. The exponential bound and Hadamard's inequality dominate it by $r^{r/2}C_s^r/r!$, which is summable. Hence
$$P\!\left(\frac{h-2q}{q^{1/3}}\le s\right)\to F_2(s)=\det(1-K_{\rm Ai})_{(s,\infty)},$$
the GUE Tracy–Widom distribution. Since $q\propto T$, fluctuations grow as $T^{1/3}$.

**The limit is not Gaussian.** $K_{\rm Ai}$ is a limit of restricted projectors, so its eigenvalues $\kappa_i$ on $(s,\infty)$ lie in $[0,1]$. Read $1-\prod_i(1-\kappa_i)$ as the probability that at least one of several independent events occurs. With $\tau=\sum_i\kappa_i$,
$$\tau-\tfrac12\tau^2\le1-F_2(s)\le\tau,\qquad \tau=\int_0^\infty z\,\mathrm{Ai}(s+z)^2dz .$$
For large $s$, $\mathrm{Ai}(s+z)^2\simeq e^{-4s^{3/2}/3-2\sqrt s\,z}/(4\pi\sqrt s)$, and $\int_0^\infty ze^{-2\sqrt s\,z}dz=1/(4s)$. Thus
$$1-F_2(s)\simeq\frac{e^{-4s^{3/2}/3}}{16\pi s^{3/2}} .$$
A Gaussian tail falls as $e^{-s^2/2\sigma^2}$, which is faster for any $\sigma$. Evaluating the determinant gives $F_2$ a mean of $-1.7711$, a standard deviation of 0.9018 and a skewness of $+0.2241$.

**The KPZ term is present.** For a point $(x,t)$ the diamond becomes a rectangle in $a,b$, and $q_x^2=\Gamma(v^2t^2-x^2)/(2v)$. The same limit law holds there while $q_x\gg1$; it fails near the rim. To leading order $h=cR$, with $c=\sqrt{2\Gamma/v}$ and $R=\sqrt{v^2t^2-x^2}$. Then $\partial_th=cv^2t/R$, $\partial_xh=-cx/R$, and
$$2\Gamma v+v^2(\partial_xh)^2=c^2v^2\frac{R^2+x^2}{R^2}=(\partial_th)^2 .$$
The growth rate at slope $u$ is $\sqrt{2\Gamma v+v^2u^2}\simeq\sqrt{2\Gamma v}+\tfrac\lambda2u^2$, with $\lambda=v^2/\sqrt{2\Gamma v}\ne0$. That other local one-dimensional growth rules with $\lambda\neq0$ and short-range noise share this limit from a curved start is the KPZ universality statement; it is not proved here. Other starting shapes change the maximization, and $F_2$ is not claimed for them.

**A terrace edge in numbers.** Take a monolayer edge growing row by row from the vapour. Assume that its ground row spreads from a single point and that no nuclei form on the bare edge beyond it. An ordinary edge nucleates along its whole length. That is a flat start if the edge begins free of kinks, and a random-walk start if it carries thermal kinks, whose roughness over the correlated stretch of edge grows as $T^{1/3}$ like the height fluctuation itself. The height statistics below apply to neither. The assumed values are row and site spacing 0.3 nm, $v=16$ nm/s, $\Gamma=0.02$ nm$^{-1}$s$^{-1}$ and $T=160$ s. Then $q=160\sqrt{0.02\times16/2}=64$ and $q^{1/3}=4$. The diamond holds $4096\pm64$ nuclei, and this count has skewness 0.0156: it is nearly Gaussian, as the argument expects.

The height behaves differently. Its asymptotic mean is $2q-1.7711\,q^{1/3}+\tfrac12=121.4$ rows; the half arises because a mean over integers is $\sum_{m\ge0}P(h>m)$, which exceeds the corresponding integral by half its first term. In the output the error of $F_2$ at integer $m$ falls roughly as $q^{-2/3}$, fast enough to leave this constant unchanged. The exact law gives 121.43 rows (36.4 nm), a standard deviation of 3.58 rows (1.07 nm) and a skewness of 0.233. The skewness falls from 0.266 at $q=8$ to 0.228 at $q=216$, towards 0.224 and not towards zero.

Compare with a Gaussian of equal mean and variance, giving each integer height the interval of half a row on either side, so that $P(h\le m)$ is compared with the Gaussian at $m+\tfrac12$. It differs from the exact cumulative distribution by at most 0.016, so the centre looks Gaussian. The tails do not. $P(h\ge133)$ is $2.4\times10^{-3}$, 2.4 times the Gaussian value, while $P(h\le110)$ is $2.8\times10^{-4}$, a quarter of it. With standard error $\sqrt{6/M}$ for $M$ independent samples, the expected skewness reaches three standard errors at $M=54/0.233^2\approx10^3$ separate edges. A set of that size crosses the threshold only about half the time, and one of twice that size about nine times in ten.

**Bearing on real deposition.** These are round, assumed values for slow growth with incomplete condensation. The edge advances at about 0.24 nm/s, while a flux of 0.05 monolayer/s on a 50 nm terrace supplies 2.5 nm/s. About 10% of the atoms are captured, and the rest must re-evaporate without nucleating on top. At the assumed 500 K this suits weakly bound crystals; on strongly bound ones most atoms stay, kinks compete for them, and the local rule fails. The adatom density at the edge falls by only this share if the adatom diffusion length $\ell$ far exceeds the terrace width $L$. For a terrace feeding the edge from one side, the steady diffusion profile multiplies the share by $(L/\ell)/\tanh(L/\ell)$, which makes the depletion about one half for $\ell=10$ nm. Even in the mildest case, slowing every kink by 10% at fixed $\Gamma$ lowers the mean by about 6 rows, more than the standard deviation.

For a kink energy of 0.3 eV, thermal kinks number 13% of the growth kinks. Attachment three times as frequent as detachment would scatter a 20 nm kink path by 17%. Such local noise should change the coefficients rather than the limit law, if universality holds. These values do not describe one consistent material, however. If nuclei form by single atoms attaching to the edge, a ratio of three with this kink energy gives $\Gamma$ of only about 0.001 nm$^{-1}$s$^{-1}$. Reaching the assumed 0.02 takes a ratio near 60, at which nucleation on top of the terrace is harder to avoid. The example illustrates the height law and is not a prediction for a particular crystal. A Gaussian flux drift of 1% between runs, with $v$ and $\Gamma$ both proportional to flux, moves the mean by about 1.3 rows and dilutes the skewness to about 0.2. If a stable nucleus needs two atoms, $\Gamma$ rises roughly as the square of the flux, and near equilibrium the net rates respond more strongly still; in both cases the dilution is larger.

Most films have two-dimensional surfaces, and shadowing makes growth at one point depend on distant heights. Neither case is covered by this result.

**Assessment.** The conclusion should be withdrawn for curved KPZ fronts. Independence of the nucleation events makes their number Gaussian at long times; the height selects the longest chain among them, and in this model that maximum has the skewed limit $F_2$. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
Kink runs equal to longest chain: 6000 of 6000
Kink test: q = 2.530, largest CDF gap = 0.0039
Fermion sea vs Bessel kernel, largest error = 1.7e-16
Bessel vs Airy at q = 1e+05, error = 5.1e-06
Tracy-Widom mean = -1.7711
Tracy-Widom standard deviation = 0.9018
Tracy-Widom skewness = 0.2241
Tracy-Widom excess kurtosis = 0.0934
1 - F2(1) = 0.002495, Airy trace = 0.002495
Trace / tail formula at s = 20: 0.9841
q=8: mean 12.992 rows, std 1.743 rows, skew 0.2657, gap to F2 0.01765
q=27: mean 49.209 rows, std 2.666 rows, skew 0.2409, gap to F2 0.00768
q=64: mean 121.432 rows, std 3.578 rows, skew 0.2332, gap to F2 0.00420
q=216: mean 421.885 rows, std 5.391 rows, skew 0.2281, gap to F2 0.00187
Growth exponent of std, q = 27 to 216: 0.3386
Sampled skewness at q = 8: 0.254 +/- 0.017
Row spacing = 0.3 nm, site spacing = 0.3 nm
Kink speed = 16.0 nm/s, nucleation = 0.02 /(nm s)
Growth time = 160.0 s, q = 64.000
Mean nuclei in diamond = 4096, std = 64.0
Skewness of the number of nuclei = 0.0156
Asymptotic edge speed = 0.800 rows/s
Asymptotic edge speed = 0.240 nm/s
KPZ coefficient = 320.0 nm^2/(s row)
Exact mean height = 121.432 rows = 36.43 nm
Asymptotic mean = 121.416 rows
Exact std = 3.578 rows = 1.073 nm
Asymptotic std = 3.607 rows
Exact skewness = 0.2332
P(h >= 133) = 2.390e-03, Gaussian 9.900e-04
P(h <= 110) = 2.779e-04, Gaussian 1.124e-03
Upper tail: exact / Gaussian = 2.41
Lower tail: exact / Gaussian = 0.25
Largest CDF gap to fitted Gaussian = 0.0158
Samples for skewness at 3 standard errors = 993
Kink density = 0.0500 /nm, path = 20.0 nm
Temperature = 500.0 K, kink energy = 0.3 eV
Thermal kinks = 0.0063 /nm, ratio to growth kinks = 0.126
Attachment/detachment rate ratio = 3.0
Kink path scatter = 3.46 nm, relative = 0.173
Flux = 0.05 monolayer/s, terrace width = 50.0 nm
Share of arriving atoms captured by edge = 0.096
Mean loss if kinks slow by that share = 6.30 rows
Flux drift 1%: mean moves 1.28 rows
Skewness diluted by that drift = 0.1947
```
